\section*{The first Makov–Payne correction for a charge in a cubic cell}

\section{A charge that meets its own images}

During atomic layer deposition or etching, an oxide can acquire charged defects: a missing oxygen ion, a trapped electron, an ion left by the plasma. One wants the energy of a single such defect in an extended solid. A plane-wave calculation instead treats a periodic array of defects, one in each supercell. The Coulomb interaction falls off slowly, so the images matter even when the defect wavefunctions no longer overlap.

How does the computed energy depend on the cell side $L$, and what must be added to recover the isolated defect? The answer below is for a localised charge in a cubic cell filled by a uniform dielectric. A slab surrounded by vacuum behaves differently and is treated near the end.

\section{The periodic problem}

Let $\rho(\mathbf r)$ be a fixed charge density with total charge $q$, confined well inside a cube of volume $V=L^3$. The medium is linear, homogeneous and isotropic, with permittivity $\varepsilon=\varepsilon_0\varepsilon_r$. The density $\rho$ excludes the polarisation charge of the medium, which $\varepsilon_r$ represents.

A periodic array of net charges has no periodic potential: integrating Poisson's equation over a cell gives zero on one side and a multiple of $q$ on the other. A uniform background $-q/V$ is therefore added:
\begin{equation}
-\varepsilon\nabla^2\phi=\rho_{\rm per}-\frac{q}{V}.
\end{equation}
This fixes $\phi$ up to a constant, which we choose so that the cell average of $\phi$ is zero.

With $\rho(\mathbf G)=\int\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$, each component with $\mathbf G\neq0$ obeys $\varepsilon G^2\phi(\mathbf G)=\rho(\mathbf G)$. The energy per cell is half the integral of charge times potential. The background contributes nothing, because it multiplies the mean potential. Hence
\begin{equation}
E_{\rm per}=\frac12\int\rho\,\phi\,d^3r
=\frac{1}{2\varepsilon V}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2}.
\label{eq:per}
\end{equation}
For the isolated charge in the same infinite medium, the sum becomes an integral:
\begin{equation}
E_{\rm iso}=\frac{1}{2\varepsilon}\int\frac{d^3k}{(2\pi)^3}
\frac{|\rho(\mathbf k)|^2}{k^2}.
\label{eq:iso}
\end{equation}
We need the difference between the two at the same $\rho$ and $\varepsilon_r$.

\section{The potential near a point charge}

For a periodic point charge write $\phi=(q/4\pi\varepsilon)\,v(\mathbf r)$ and separate the source's own potential, $v=1/r+w$. Near the origin the point source is accounted for by $1/r$, and only the background drives $w$:
\begin{equation}
\nabla^2w=\frac{4\pi}{L^3}.
\end{equation}
Since $\nabla^2r^2=6$, a particular solution is $2\pi r^2/(3L^3)$. What remains is harmonic and regular, so it is a sum of terms $r^l$ times angular functions of order $l$.

Cubic symmetry restricts this sum. Inversion removes odd $l$. A term with $l=2$ would need a traceless symmetric tensor unchanged by all cubic rotations; such a tensor must be a multiple of the identity, and zero trace makes it vanish. The first angular term has $l=4$. As $L$ is the sole length, dimensions fix its powers:
\begin{equation}
w(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}
+O\!\left(\frac{r^4}{L^5}\right).
\label{eq:w}
\end{equation}
The expansion holds for $r<L$, before the nearest image is reached.

\section{The number $\alpha$}

To find $\alpha$, add and subtract at each lattice point a unit Gaussian charge whose potential is ${\rm erf}(\eta r)/r$. The point charge minus the Gaussian has the short-range potential ${\rm erfc}(\eta r)/r$. The Gaussians are summed in reciprocal space, where each has the transform $4\pi e^{-G^2/4\eta^2}/G^2$.

The short-range part has a non-zero cell average,
\begin{equation}
\frac1V\int\frac{{\rm erfc}(\eta r)}{r}d^3r
=\frac{4\pi}{V}\int_0^\infty r\,{\rm erfc}(\eta r)\,dr
=\frac{\pi}{V\eta^2},
\end{equation}
which must be subtracted. At the origin, removing $1/r$ from the central term leaves $-{\rm erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Thus
\begin{align}
-\frac{\alpha}{L}={}&\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\eta R)}{R}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\nonumber\\
&-\frac{\pi}{V\eta^2}-\frac{2\eta}{\sqrt\pi}.
\end{align}
The parameter $\eta$ divides the work between two rapidly convergent sums and does not affect the result. Numerical summation gives $\alpha=2.8373$.

A second construction shows why the zero of potential matters. Put each point charge at the centre of its own neutralising cube. Such a cell has no dipole or quadrupole, so its distant potential falls as $r^{-5}$ and the cells can be summed directly. At the central charge, without its own $1/r$, a block of 81 cells along each edge gives $-2.3137/L$.

This sum does not have zero mean. At small $k$, a neutral cubic density $n$ has $n(\mathbf k)\simeq-(k^2/6)\int nr^2d^3r$. The integral over all space of its potential is the limit of $4\pi n(\mathbf k)/k^2$. The point charge contributes nothing to $\int nr^2d^3r$, and the cube contributes $-3(L^2/12)=-L^2/4$, so
\begin{equation}
\bar v=\frac1V\left(-\frac{2\pi}{3}\right)\left(-\frac{L^2}{4}\right)
=\frac{\pi}{6L}.
\end{equation}
Subtracting $\pi/6=0.5236$ from $-2.3137$ gives $-2.8373$, as before.

\section{The energy error}

Any localised density is a collection of point charges, so
\begin{equation}
E_{\rm per}-E_{\rm iso}
=\frac{1}{8\pi\varepsilon}\iint
\rho(\mathbf r)\rho(\mathbf r')w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{eq:diff}
\end{equation}
The factor one half in the energy has turned $4\pi$ into $8\pi$. The constant in \eqref{eq:w} multiplies $\iint\rho\rho'=q^2$. For the quadratic term define
\begin{equation}
\mathbf p=\int\rho\,\mathbf r\,d^3r,\qquad
Q=\int\rho\,r^2d^3r.
\end{equation}
Expanding the square gives
\begin{align}
\iint\rho\rho'|\mathbf r-\mathbf r'|^2
&=\iint\rho\rho'(r^2+r'^2-2\mathbf r\cdot\mathbf r')\nonumber\\
&=2qQ-2p^2.
\end{align}
Its prefactor is $(1/8\pi\varepsilon)(2\pi/3L^3)=1/(12\varepsilon L^3)$. Therefore
\begin{equation}
E_{\rm per}=E_{\rm iso}
-\frac{\alpha q^2}{8\pi\varepsilon_0\varepsilon_rL}
+\frac{qQ-p^2}{6\varepsilon_0\varepsilon_rL^3}+O(L^{-5}).
\label{eq:main}
\end{equation}

The leading error is negative, and the first Makov--Payne correction adds it back:
\begin{equation}
E_{\rm corr}=E_{\rm per}
+\frac{\alpha q^2}{8\pi\varepsilon_0\varepsilon_rL}.
\end{equation}
The correction is even in $q$, so positive and negative charges need the same sign.

A simple estimate shows where the sign comes from. Replace the cubic cell by a sphere of radius $R_s$ and equal volume. The attraction of a point charge to the uniform background is $-\frac32q^2/(4\pi\varepsilon R_s)$, and the background's self-repulsion is $+\frac35q^2/(4\pi\varepsilon R_s)$. The sum, $-\frac{9}{10}q^2/(4\pi\varepsilon R_s)$, is negative and scales as $1/L$. Attraction to the artificial background outweighs the background's own energy.

The $L^{-3}$ coefficient does not depend on the origin. Moving every coordinate by $\mathbf a$ changes $Q$ by $2\mathbf a\cdot\mathbf p+qa^2$ and $\mathbf p$ by $q\mathbf a$; the changes cancel in $qQ-p^2$. In the neutral limit, $q=0$, the first correction vanishes and the dipole energy $-p^2/(6\varepsilon L^3)$ is left.

\section{Why one factor of $1/\varepsilon_r$ appears}

A real solid is made of atoms, so it must be shown that its macroscopic permittivity controls the $1/L$ term. Take a simple cubic lattice, of spacing $a$, of points that acquire dipoles $\mathbf d=4\pi\varepsilon_0\beta\mathbf E_{\rm loc}$, where $\beta$ is the polarisability volume. Let the external charge produce a long-wave field $\mathbf E_0$ parallel to $\mathbf k$. The polarisation $\mathbf P$ adds the macroscopic field $-\mathbf P/\varepsilon_0$. In a cubic lattice the Lorentz field $+\mathbf P/(3\varepsilon_0)$ also acts on each point, so
\begin{equation}
\mathbf E_{\rm loc}=\mathbf E_0-\frac{2\mathbf P}{3\varepsilon_0}.
\end{equation}
With $x=4\pi\beta/(3a^3)$, the dipole density is $\mathbf P=3x\varepsilon_0\mathbf E_{\rm loc}$, and hence
\begin{equation}
(1+2x)\mathbf P=3x\varepsilon_0\mathbf E_0.
\end{equation}
The Clausius--Mossotti relation $x=(\varepsilon_r-1)/(\varepsilon_r+2)$ gives $1+2x=3\varepsilon_r/(\varepsilon_r+2)$, so
\begin{equation}
\mathbf P=\varepsilon_0\left(1-\frac1{\varepsilon_r}\right)\mathbf E_0.
\end{equation}
For induced dipoles, half of the interaction energy is spent in creating them. The net polarisation energy density is $-\frac12\mathbf P\cdot\mathbf E_0$. Added to the bare density $\frac12\varepsilon_0E_0^2$, it leaves $\varepsilon_0E_0^2/(2\varepsilon_r)$: one factor of $1/\varepsilon_r$.

Small $k$ decides the leading size error. The supercell energy is a sum over wave vectors spaced by $2\pi/L$, with weight $1/L^3$. A term that behaves as $k^m$ near $k=0$ can contribute a size error proportional to $L^{-3-m}$. The Coulomb term has $m=-2$ and gives $1/L$. Atomic structure enters first at $m=0$, that is, at $L^{-3}$.

The lattice can also be solved numerically, with all dipole interactions included and no $\varepsilon_r$ inserted in the energy. A point charge was placed at a cube centre in each supercell. Energies for $L/a=16$, 24, 32 and 48 were used to solve for the four coefficients in $A-B/L+C/L^3+D/L^5$. In units of $q^2/(4\pi\varepsilon_0)$, the results for $B$ were 0.56746 for $\varepsilon_r=2.5$ and 0.35466 for $\varepsilon_r=4$. The values of $\alpha/(2\varepsilon_r)$ are the same to these digits.

With the smaller set $L/a=6$, 8, 12 and 16, $B$ came out 0.05\% too high for $\varepsilon_r=2.5$ and 0.5\% too high for $\varepsilon_r=4$. The equations and the number of fitted terms were the same; the sizes differed. The terms left out of the four-term form are then larger. They include contributions that decay exponentially with $L/a$, which no power of $1/L$ represents.

The large-cell fits also gave $C=0.26$ and $0.46$, respectively, in units of $q^2a^2/(4\pi\varepsilon_0)$. In a structureless dielectric a point charge has $Q=p=0$, and $C$ would vanish. At these two permittivities the first correction thus survives the atomic structure of this model, while the $L^{-3}$ term cannot be obtained from the bare moments of the charge. The model cannot be pushed to arbitrary permittivity: this dipole lattice becomes unstable near $\varepsilon_r=11.8$, and small cells give $B$ much less accurately as that value is approached.

\section{A Gaussian charge in cells of four sizes}

Take $q=2e$, $\varepsilon_r=10$ and a Gaussian density of standard deviation $\sigma=1$~\AA. Its transform is $\rho(k)=qe^{-k^2\sigma^2/2}$, so \eqref{eq:iso} gives
\begin{align}
E_{\rm iso}&=\frac{q^2}{4\pi^2\varepsilon}
\int_0^\infty e^{-k^2\sigma^2}dk
=\frac{q^2}{8\pi^{3/2}\varepsilon\sigma}\nonumber\\
&=\frac{4(14.3996)}{2\sqrt\pi\,(10)(1)}\ {\rm eV}=1.6248\ {\rm eV}.
\end{align}
Here $e^2/(4\pi\varepsilon_0)=14.3996$~eV\,\AA. At $L=10$~\AA\ the first correction is
\begin{equation}
\frac{2.8373\,(4)(14.3996)}{2(10)(10)}\ {\rm eV}=0.8171\ {\rm eV},
\end{equation}
or $1.309\times10^{-19}$~J. Summing \eqref{eq:per} numerically gives the following energies in eV:
\begin{center}
\begin{tabular}{rrrrr}
$L$ (\AA) & $E_{\rm per}$ & raw error & correction & left over\\
10 & 0.8439 & $-0.7809$ & 0.8171 & 0.0362\\
15 & 1.0908 & $-0.5340$ & 0.5447 & 0.0107\\
20 & 1.2208 & $-0.4040$ & 0.4086 & 0.0045\\
30 & 1.3538 & $-0.2710$ & 0.2724 & 0.0013
\end{tabular}
\end{center}
Errors are relative to $E_{\rm iso}$. In the smallest cell the raw error is 48\% of the isolated energy; the correction leaves less than 5\% of that error. Even at 30~\AA\ the uncorrected energy is wrong by about 0.27~eV, so enlarging the cell is a slow remedy.

The left-over error follows from the next term. A Gaussian has $\mathbf p=0$ and $Q=3q\sigma^2=6e$~\AA$^2$. At $L=10$~\AA,
\begin{equation}
\frac{qQ}{6\varepsilon L^3}
=\frac{4\pi}{6}\,\frac{14.3996\,(2)(6)}{10\,(10^3)}\ {\rm eV}
=0.0362\ {\rm eV}.
\end{equation}
This accounts for the whole entry because the density is spherical. The average of a harmonic function over a sphere equals its value at the centre, and the terms with $l\geq4$ vanish there. The argument needs negligible overlap with the images, which holds for these cells.

For a less symmetric charge, place Gaussians of width 0.5~\AA\ and charges $e$, $e/2$, $e/2$ at $(0,0,0)$, $(1.2,0,0)$ and $(0,0.8,0.3)$~\AA, again with $\varepsilon_r=10$. Then $Q=2.585\,e$~\AA$^2$ and $p^2=0.5425\,e^2$~\AA$^2$. At $L=10$~\AA\ the first correction leaves 0.01400~eV, of which the $L^{-3}$ term supplies 0.01396~eV. The remaining $4.3\times10^{-5}$~eV falls to $1.3\times10^{-6}$~eV at 20~\AA, a factor of 32, as an $L^{-5}$ term requires.

\section{Why adding vacuum does not help a slab}

Surface calculations often keep the base area $A$ fixed and lengthen the cell to height $L_z$. The cubic formula then no longer applies. Average the charge over each plane parallel to the surface: it becomes a sheet of density $q/A$ in a uniform background. For uniform permittivity, the field between one sheet at $z=0$ and the next at $z=L_z$ is
\begin{equation}
E_z=\frac{q}{\varepsilon A}\left(\frac12-\frac z{L_z}\right).
\end{equation}
Its energy is
\begin{equation}
\frac{\varepsilon A}{2}\int_0^{L_z}E_z^2dz
=\frac{q^2L_z}{2\varepsilon A}\int_0^1\left(\frac12-u\right)^2du
=\frac{q^2L_z}{24\varepsilon A},
\end{equation}
since the last integral is $1/12$. Lateral Fourier components decay exponentially away from the sheet, so at large height their energy no longer depends on $L_z$. In this uniform medium the total error then grows linearly with $L_z$. A dielectric film of fixed thickness changes the field energy inside it by an amount that stays bounded as $L_z$ increases. The growth therefore approaches the same rate, with $\varepsilon=\varepsilon_0$, once the vacuum is much thicker than the film.

For a point charge $e$ in vacuum with a fixed base of $10\times10$~\AA$^2$, an Ewald sum for the elongated cell gives energy shifts of $-2.04$, $-1.30$, $0.21$ and $3.22$~eV at heights of 10, 20, 40 and 80~\AA. The final growth is 0.0754~eV per \AA, equal to $e^2/(24\varepsilon_0A)$. The shift changes sign between 20 and 40~\AA. A small error near that height is a cancellation between two artefacts and does not indicate convergence.

\section{Use for real oxides}

The example resembles a doubly charged oxygen vacancy in an oxide whose static relative permittivity is roughly 10, the size found for alumina. Its round parameters do not describe a particular defect. The permittivity must match the response allowed in the calculation: electronic if the ions are clamped, static if they relax fully. Electronic screening alone is weaker, by an amount that depends on the oxide. As an illustration, replacing 10 by 4 raises the correction at 10~\AA\ from 0.82 to 2.04~eV with charge and cell unchanged.

Real deposited films break the assumption of a uniform, unbounded medium. They have surfaces, interfaces and often anisotropic response. The elongated vacuum cells show that geometry can alter even the sign of the error, by several electronvolts; for a film the shift must be calculated with its actual dielectric profile. In the bulk, a defect state spread over much of the cell violates the localisation assumption, and its correction cannot be taken from the nominal $q$ alone. The electrostatic potentials of the charged and pristine cells must also be put on a common reference. Their raw difference far from the defect cannot simply be added to the correction, because it already contains the potential of the images and the background. In the Gaussian example, subtracting the periodic point-charge potential from that difference leaves $Q/(6\varepsilon L^3)$. Multiplied by $q$, this is the $L^{-3}$ term of \eqref{eq:main}, which must not be counted twice. Elastic interaction between relaxed images is a separate contribution and is not contained in \eqref{eq:main}.
